# The Frozen-Core PAW Total Energy and Its Independent Variables

## A sum that needs explaining

For a magnesium atom with a frozen \(1s^22s^22p^6\) core, a calculation in the local density approximation (LDA) gives three energies:

\[
\tilde E=0.69651,\qquad E^1=-198.56634,\qquad \tilde E^1=1.26958\quad\text{(Ha)}.
\]

The first is computed over all space from smooth quantities, among them an orbital without the inner oscillations of the true \(3s\) orbital. The other two are computed inside a sphere of radius 2.20 bohr, except that \(E^1\) also carries the whole kinetic energy of the frozen core, a constant that includes a small part from beyond the sphere. Yet

\[
0.69651-198.56634-1.26958=-199.13941\ \text{Ha},
\]

which is the all-electron energy of the same atom, computed directly over all space, to every digit shown. These notes derive the decomposition behind this sum, and find which quantities may be varied in it.

## The energy to be rewritten

Hartree atomic units are used. Electron density counts as positive charge, so a nucleus at \(\mathbf R\) has charge density \(-Z_R\delta(\mathbf r-\mathbf R)\). Core orbitals are fixed functions attached to their nuclei. The valence orbitals \(\psi_n\), with occupations \(f_n\), are orthonormal and orthogonal to the core. The Kohn–Sham energy is then

\[
E=T_{\rm core}+\sum_n f_n\langle\psi_n|-\tfrac12\nabla^2|\psi_n\rangle+U[\rho]+E_{xc}[n],
\tag{1}
\]

\[
n=\sum_R n_{c,R}+\sum_n f_n|\psi_n|^2,\qquad \rho=n-\sum_R Z_R\delta(\mathbf r-\mathbf R).
\]

Here \(U[\rho]=\frac12(\rho|\rho)\), with \((a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|\), and the infinite self-energy of each point nucleus is left out. The repulsion between different nuclei is included.

Adding core and valence kinetic energies requires their orthogonality: for overlapping orbitals the kinetic energy of a determinant contains the inverse overlap matrix. Let \(u=r\times\)(radial orbital), and let \(u_a,u_b\) solve the same radial equation, with equal \(l\), at energies \(\varepsilon_a,\varepsilon_b\). Multiply the equation for \(u_a\) by \(u_b\), that for \(u_b\) by \(u_a\), and subtract. The potential and centrifugal terms cancel, leaving

\[
(\varepsilon_a-\varepsilon_b)\int_0^{r_c}u_au_b\,dr=\tfrac12\int_0^{r_c}(u_au_b''-u_bu_a'')dr
=\tfrac12\left[u_au_b'-u_bu_a'\right]_{r_c}.
\]

The lower limit gives nothing because \(u(0)=0\). A core orbital that has died out at \(r_c\) is therefore orthogonal, inside the sphere, to every partial wave of different energy. In the example the second partial wave is an unbound solution at 0.25 Ha, continued outside the sphere by a decaying tail and normalized to one over all space. With this normalization it overlaps the \(2s\) orbital by 0.0125 inside the sphere: small, but not zero.

## Reconstructing the orbitals

Each atom has a sphere \(\Omega_R\), and the spheres do not overlap. Inside it we have all-electron partial waves \(\phi_i\), smooth partners \(\tilde\phi_i\) agreeing with them in value and slope at the surface, and projectors \(\tilde p_i\) confined to the sphere with \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\). Outside, \(\phi_i=\tilde\phi_i\). The index \(i\) includes the atom. Define

\[
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)\langle\tilde p_i|\tilde\psi_n\rangle.
\tag{2}
\]

Now assume that, inside every sphere, \(\tilde\psi_n\) lies in the span of the smooth partial waves:

\[
\tilde\psi_n=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi_n\rangle\quad\text{in }\Omega_R.
\tag{3}
\]

Then (2) gives \(\psi_n=\sum_i\phi_i\langle\tilde p_i|\tilde\psi_n\rangle\) inside and \(\psi_n=\tilde\psi_n\) outside. Sphere by sphere, we may remove the smooth contribution and insert the true one. The coefficients enter bilinear quantities through

\[
D_{ij}=\sum_n f_n\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle .
\tag{4}
\]

For the overlap this replacement gives \(\langle\psi_n|\psi_m\rangle=\langle\tilde\psi_n|S|\tilde\psi_m\rangle\), where

\[
S=1+\sum_{ij}|\tilde p_i\rangle O_{ij}\langle\tilde p_j|,\qquad
O_{ij}=\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega,
\]

with \(i,j\) on the same atom. The smooth orbitals are thus orthonormal with respect to \(S\).

## Kinetic energy

Integrating by parts over all space turns the valence kinetic energy into \(\frac12\int|\nabla\psi_n|^2\), which splits into regions. Replacing the sphere contributions gives

\[
\sum_n\frac{f_n}2\int|\nabla\psi_n|^2=\sum_n\frac{f_n}2\int|\nabla\tilde\psi_n|^2
+\sum_{ij}\frac{D_{ij}}2\int_\Omega(\nabla\phi_i^*\!\cdot\!\nabla\phi_j-\nabla\tilde\phi_i^*\!\cdot\!\nabla\tilde\phi_j).
\]

To return to Laplacians inside a sphere, use

\[
\tfrac12\int_\Omega\nabla\phi_i^*\cdot\nabla\phi_j=\int_\Omega\phi_i^*(-\tfrac12\nabla^2)\phi_j+\tfrac12\oint\phi_i^*\partial_r\phi_j .
\]

The surface term is the same for the smooth pair, since values and slopes match, and it cancels in the difference. A single on-site kinetic energy therefore depends on the form chosen, while the difference does not. The on-site values below use the radial form \(\frac12\int u_i'u_j'\,dr\) for \(s\) waves. It differs from the gradient form by \(\frac12u_iu_j/r\) at the surface, which also cancels.

## Densities and exchange-correlation

Introduce a smooth core density \(\tilde n_{c,R}\) equal to \(n_{c,R}\) outside its sphere, and write

\[
\tilde n=\sum_R\tilde n_{c,R}+\sum_nf_n|\tilde\psi_n|^2,
\]
\[
n^1_R=n_{c,R}+\sum_{ij\in R}D_{ij}\phi_i^*\phi_j,\qquad
\tilde n^1_R=\tilde n_{c,R}+\sum_{ij\in R}D_{ij}\tilde\phi_i^*\tilde\phi_j .
\]

Assume also that core tails do not reach neighbouring spheres. Under (3), \(n=n^1_R\) and \(\tilde n=\tilde n^1_R\) inside \(\Omega_R\), while \(n=\tilde n\) outside all spheres. A core tail may cross its own surface: in magnesium 0.022 core electrons lie beyond 2.20 bohr, and \(\tilde n\) carries them.

If \(E_{xc}\) is the integral of a function of the density and its gradient at each point, it splits by region:

\[
E_{xc}[n]=E_{xc}[\tilde n]+\sum_R\left(E_{xc}^{\Omega}[n^1_R]-E_{xc}^{\Omega}[\tilde n^1_R]\right).
\]

The superscript restricts the integral to the sphere. A functional coupling densities at two distant points does not split in this way.

## Electrostatics and the compensation charge

The Coulomb energy does couple distant regions. To separate it, add to \(\tilde n\) a charge \(\hat n=\sum_R\hat n_R\), with \(\hat n_R\) confined to \(\Omega_R\), and set

\[
\tilde\rho=\tilde n+\hat n,\quad
\rho^1_R=n^1_R-Z_R\delta,\quad
\tilde\rho^1_R=\tilde n^1_R+\hat n_R,\quad
\Delta_R=\rho^1_R-\tilde\rho^1_R .
\]

The last three densities are restricted to the sphere, and \(\rho=\tilde\rho+\sum_R\Delta_R\). Choose \(\hat n_R\) so that every multipole moment of \(\Delta_R\) vanishes. With real spherical harmonics, \(L=(l,m)\), \(r\) measured from the nucleus, and shapes normalized by \(\int_0^{r_c}r^{l+2}g_l\,dr=1\),

\[
\hat n_R=\sum_LQ_Lg_l(r)Y_L,\qquad
Q_L=\int_{\Omega_R}r^lY_L\,(n^1_R-Z_R\delta-\tilde n^1_R)\,d^3r.
\tag{5}
\]

Outside the sphere, the potential of \(\Delta_R\) is a sum of terms proportional to its moments times \(Y_L/r^{l+1}\), so it vanishes. Now expand:

\[
\tfrac12(\rho|\rho)=\tfrac12(\tilde\rho|\tilde\rho)+\sum_R(\tilde\rho|\Delta_R)
+\tfrac12\sum_R(\Delta_R|\Delta_R)+\tfrac12\sum_{R\ne R'}(\Delta_R|\Delta_{R'}).
\]

The last sum is zero: \(\Delta_{R'}\) lies where the potential of \(\Delta_R\) vanishes. For the same reason only the part of \(\tilde\rho\) inside \(\Omega_R\) contributes to the second term, and that part is \(\tilde\rho^1_R\). Hence

\[
(\tilde\rho^1_R|\Delta_R)+\tfrac12(\Delta_R|\Delta_R)
=\tfrac12(\tilde\rho^1_R+\Delta_R|\tilde\rho^1_R+\Delta_R)-\tfrac12(\tilde\rho^1_R|\tilde\rho^1_R),
\]

and, since \(\tilde\rho^1_R+\Delta_R=\rho^1_R\),

\[
U[\rho]=U[\tilde\rho]+\sum_R\left(U[\rho^1_R]-U[\tilde\rho^1_R]\right).
\tag{6}
\]

The same nuclear self-energy is removed from both sides, so that

\[
U[\rho^1_R]=\tfrac12(n^1_R|n^1_R)_\Omega-Z_R\int_{\Omega_R}\frac{n^1_R}{|\mathbf r-\mathbf R|}\,d^3r.
\]

All electrostatic interactions between charges in different spheres, including nuclear repulsion, are now in \(U[\tilde\rho]\). If a neighbour's electron density reaches into a sphere, that part belongs to the on-site densities, and the on-site difference corrects its interaction with the nucleus and electrons there.

Matching the total charge alone is not enough in general, because an uncompensated dipole still interacts with charge outside its sphere. A two-centre model of Gaussian charges illustrates this; the size and sign of the error, which comes from all moments with \(l\ge1\), belong to the model. Its exact energy is 3.20671 Ha; equation (6) gives 3.20671 Ha with all moments matched, but 3.15531 Ha with only the monopoles matched, 0.05140 Ha too low.

## The zero potential

Let \(\bar v=\sum_R\bar v_R\) be a fixed local potential, each \(\bar v_R\) vanishing outside \(\Omega_R\). Under (3), \(\tilde n=\tilde n^1_R\) in the sphere, so

\[
\int\tilde n\,\bar v\,d^3r-\sum_R\int_{\Omega_R}\tilde n^1_R\,\bar v_R\,d^3r=0 .
\tag{7}
\]

We may add this zero to the energy. Its use is that \(\bar v\) enters the potential felt by the smooth orbitals,

\[
\tilde v=v_H[\tilde n+\hat n]+\bar v+v_{xc}[\tilde n],
\]

where \(v_H\) is the Coulomb potential. One can therefore choose a convenient smooth \(\tilde v\) for a reference atom and obtain \(\bar v\) by subtraction. If (3) fails, the two integrals can differ, and \(\bar v\) then affects the energy.

## The assembled functional

Collecting the terms gives

\[
E=\tilde E+\sum_R(E^1_R-\tilde E^1_R),
\tag{8}
\]

\[
\tilde E=\sum_nf_n\langle\tilde\psi_n|-\tfrac12\nabla^2|\tilde\psi_n\rangle+U[\tilde n+\hat n]+\int\tilde n\,\bar v+E_{xc}[\tilde n],
\]

\[
E^1_R=\sum_{ij\in R}D_{ij}\langle\phi_i|-\tfrac12\nabla^2|\phi_j\rangle_\Omega+T_{{\rm core},R}+U[n^1_R-Z_R\delta]+E^\Omega_{xc}[n^1_R],
\]

\[
\tilde E^1_R=\sum_{ij\in R}D_{ij}\langle\tilde\phi_i|-\tfrac12\nabla^2|\tilde\phi_j\rangle_\Omega+U[\tilde n^1_R+\hat n_R]+\int_{\Omega_R}\tilde n^1_R\bar v_R+E^\Omega_{xc}[\tilde n^1_R].
\]

The core appears in two ways. Its kinetic energy is a constant, assigned whole to \(E^1_R\), including the small part from the tail. Its density enters the electrostatic and exchange-correlation terms, where it interacts with a changing valence density.

As a limiting case, let \(\tilde\phi_i=\phi_i\) and \(\tilde n_c=n_c\). Then \(O_{ij}=0\), \(\hat n_R\) is a smeared nucleus of charge \(-Z_R\), and the on-site difference contains only \(T_{\rm core}\), the correction from smeared to point nucleus, and the subtraction of \(\bar v\).

When (3) holds, (8) equals (1). When it does not, as happens for a general orbital when the set of partial waves is finite, (8) is taken as the definition of the PAW energy, and its difference from (1) is a truncation error.

## What may be varied

The independent variables are

\[
E=E\left[\{\tilde\psi_n\},\{f_n\},\{\mathbf R\}\right],\qquad
\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm},
\]

with \(\sum_nf_n\) equal to the number of valence electrons; a periodic solid adds the cell vectors. The quantities \(D_{ij}\), \(\tilde n\), \(n^1_R\), \(\tilde n^1_R\), \(Q_L\) and \(\hat n\) follow from these variables. The partial waves, projectors, core densities, \(T_{\rm core}\), \(g_l\) and \(\bar v_R\) are fixed data that move rigidly with the nuclei, so \(S\) itself depends on \(\mathbf R\).

Consequently a change of \(\tilde\psi_n\) acts both directly and through \(D_{ij}\). From (4), \(\delta D_{ij}/\delta\langle\tilde\psi_n|=f_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle\), and the chain rule gives

\[
\frac{\delta E}{\delta\langle\tilde\psi_n|}=f_n\tilde H|\tilde\psi_n\rangle,\qquad
\tilde H=-\tfrac12\nabla^2+\tilde v+\sum_{ij}|\tilde p_i\rangle\frac{\partial E}{\partial D_{ij}}\langle\tilde p_j| .
\tag{9}
\]

The partial derivative includes the response of \(\hat n\). With the orthonormality constraint, a stationary state satisfies \(\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n\) in the basis where the multipliers are diagonal.

For magnesium, the smooth \(3s\) orbital was displaced along a chosen direction and renormalized with \(S\). With \(D_{ij}\) following the orbital, the slope of the energy is \(-7\times10^{-8}\) Ha per unit displacement, zero within the accuracy of the calculation. With \(D_{ij}\) held at its old value the slope is \(-0.83\) Ha. That number depends on the direction; its being nonzero shows that the orbital must not be varied at fixed \(D_{ij}\).

## Magnesium, term by term

The atom is treated without relativity or spin polarization, using Slater exchange and VWN correlation. The valence shell is \(3s^2\), with two \(s\) partial waves. Energies are in Ha.

| Term | \(\tilde E\) | \(E^1\) | \(\tilde E^1\) |
|---|---:|---:|---:|
| valence kinetic | 0.22513 | 1.30125 | 0.16202 |
| core kinetic | 0 | 197.17715 | 0 |
| electrostatic | 0.81965 | −381.81164 | 1.23387 |
| zero potential | 0.08512 | 0 | 0.08512 |
| xc | −0.43339 | −15.23309 | −0.21143 |

Adding the first two columns and subtracting the third gives, row by row,

\[
\begin{aligned}
0.22513+1.30125-0.16202&=1.36436,\\
0.81965-381.81164-1.23387&=-382.22586,\\
-0.43339-15.23309+0.21143&=-15.45505,
\end{aligned}
\]

while the zero-potential row gives zero. With the core kinetic energy, the total is \(-199.1394\) Ha, or \(-5418.86\) eV. The fine digits check the identity; they are not a claim about the accuracy of the LDA.

The smooth orbital is here the first smooth partial wave, so \(D_{11}=2\). The compensation charge is \(-2.407\) in electron units. Since the atom is neutral, \(\tilde n\) integrates to 2.407 electrons rather than 12: \(\hat n\) stands for the nucleus together with the electrons missing from \(\tilde n\).

The identity is not limited to the reference state. Mixing in the second partial wave with two valence electrons gives \(-199.12289\) Ha from both (8) and (1); another mixture with one electron gives \(-198.71091\) Ha from both. These trial states are not self-consistent, and the second partial wave is not quite orthogonal to the core, so they compare the two functionals and do not predict physical energies.

## The error outside the span

Suppose the smooth \(3s\) orbital is disturbed by \(a\,\eta\), with \(\eta\) outside the span of the \(\tilde\phi_i\). How fast does (8) depart from (1), evaluated for the normalized reconstructed orbital? At \(a=0\) they agree. The all-electron energy has no linear term in \(a\), because \(\phi_1=3s\) solves its self-consistent equation. The same holds for the PAW energy if the projectors are built from

\[
\chi_j=(\varepsilon_j+\tfrac12\nabla^2-\tilde v)\tilde\phi_j,\qquad
\chi_j=\sum_i\tilde p_iB_{ij},\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle ,
\]

as they are here. To see this, note that in a spherical atom the charge outside the sphere adds a constant \(C\) to the potential inside. The on-site potentials are thus \(v-C\) and \(\tilde v-C\), where \(v\) is the all-electron potential. In \(E^1-\tilde E^1\) these shifts contribute \(-C\langle\phi_i|\phi_j\rangle_\Omega+C\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega=-CO_{ij}\). By (5), the total compensation charge changes with \(D_{ij}\) at the rate \(O_{ij}\), at fixed shape. It feels \(v_H[\tilde n+\hat n]\) in \(\tilde E\) and \(v_H[\tilde n+\hat n]-C\) in \(\tilde E^1\), so the difference contributes \(+CO_{ij}\). The constants cancel:

\[
\frac{\partial E}{\partial D_{ij}}=\langle\phi_i|-\tfrac12\nabla^2+v|\phi_j\rangle_\Omega-\langle\tilde\phi_i|-\tfrac12\nabla^2+\tilde v|\tilde\phi_j\rangle_\Omega .
\]

Subtract \(\varepsilon_1O_{i1}\) for \(j=1\). The all-electron part vanishes by the equation for \(\phi_1\), and the rest is \(B_{i1}\). Therefore

\[
(\tilde H-\varepsilon_1S)\tilde\phi_1=-\chi_1+\sum_i\tilde p_iB_{i1}=0 .
\]

Outside the sphere \(\tilde v=v\) and the equation holds there too. With both linear terms absent, the difference begins at order \(a^2\).

The calculation, which adds \(a\,r\,e^{-r^2}\) (not normalized, \(r\) in bohr) to the radial function \(u\) of the smooth orbital and renormalizes with \(S\), agrees: the PAW energy exceeds expression (1) by \(8.62\times10^{-7}\) Ha at \(a=0.002\) and by \(3.447\times10^{-6}\) Ha at \(a=0.004\), a ratio of 4.00. At \(a=0.05\) the excess is \(5.4\times10^{-4}\) Ha, and the two zero-potential integrals no longer cancel, leaving \(-3.6\times10^{-5}\) Ha. The reconstructed orbital is here no longer orthogonal to the core, as (1) requires: it overlaps \(1s\) by about \(0.03a\) and \(2s\) by about \(0.10a\). This lowers expression (1), which at \(a=0.05\) falls \(2.1\times10^{-4}\) Ha below the reference energy. If the orbital is first orthogonalized to the core, the excess is still quadratic but smaller: \(3.3\times10^{-7}\), \(1.34\times10^{-6}\) and \(2.1\times10^{-4}\) Ha at \(a=0.002\), \(0.004\) and \(0.05\). The size of the excess also depends on how the smooth partial waves and projectors are built, and its positive sign is observed rather than derived: nothing shown here makes the truncated PAW energy an upper bound. Away from a reference state of this kind, a linear error is possible.

The truncation error is separate from the frozen-core error. More partial waves can reduce the first, but they do not let the core respond to its surroundings. The numerical check covers the decomposition, the surface terms and the quadratic error.

## Table of computed values

```
Mg atom, LDA (Slater + VWN), energies in Ha unless stated
nuclear charge 12; sphere radius 2.20 bohr
partial-wave energies: -0.175427, 0.250000
core electrons outside sphere: 0.021791
overlap of 2nd partial wave with 2s in sphere: 1.249e-02
same overlap from surface term: 1.249e-02
compensation charge (electron units): -2.407014
D_11: 2.000000; D_12: -4.7e-15; D_22: 1.1e-29
vbar at innermost node r = 0.0026 bohr: 0.573756
E~  valence kinetic        0.22512960
E~  core kinetic           0.00000000
E~  electrostatic          0.81964967
E~  zero potential         0.08512325
E~  xc                    -0.43339060
E~  sum                    0.69651191
E1  valence kinetic        1.30124655
E1  core kinetic         197.17714760
E1  electrostatic       -381.81164031
E1  zero potential         0.00000000
E1  xc                   -15.23309390
E1  sum                 -198.56634006
E~1 valence kinetic        0.16201919
E~1 core kinetic           0.00000000
E~1 electrostatic          1.23386880
E~1 zero potential         0.08512325
E~1 xc                    -0.21143308
E~1 sum                    1.26957817
E~ + E1 - E~1, valence kinetic        1.36435695
E~ + E1 - E~1, core kinetic         197.17714760
E~ + E1 - E~1, electrostatic       -382.22585945
E~ + E1 - E~1, zero potential        -0.00000000
E~ + E1 - E~1, xc                   -15.45505142
PAW total energy: -199.13940632 Ha = -5418.8593 eV
all-electron total energy, definition: -199.13940632
all-electron total energy, eigenvalue sum: -199.13940634
virial residual: 7.0e-09
trial f=2, mix 1.0,0.3: PAW -199.12288792, all-electron -199.12288792
trial f=1, mix 0.8,-0.4: PAW -198.71090794, all-electron -198.71090794
energy slope, D slaved to orbital: -7.2e-08
energy slope, D held fixed: -0.830982
truncation error, amplitude 0.002: 8.618e-07
truncation error, amplitude 0.004: 3.447e-06; ratio 3.999
truncation error, amplitude 0.05: 5.363e-04
net vbar term, amplitude 0.05: -3.559e-05
two-centre model, exact energy: 3.20671142
two-centre model, all multipoles compensated: 3.20671142
two-centre model, monopole only: 3.15530826
```
